# Stevens parameters are not components of a normalised spherical tensor

Rotational symmetry fixes most of the relation between Stevens and Wybourne parameters before anything is computed. The rank-$k$ part of a crystal field lies in the $(2k+1)$-dimensional space of degree-$k$ spherical harmonics. Within an f shell only $k = 2, 4, 6$ split levels, because the triangle rule for $l = 3$ gives $k \le 6$, parity removes odd $k$, and $k=0$ is a common shift. Both parametrisations use basis functions that go as $\cos q\varphi$, $\sin q\varphi$ or $e^{\pm iq\varphi}$, and each $q$ occurs once at given $k$. A rotation about $z$ mixes only $+q$ with $-q$, so the conversion cannot connect different $|q|$; when the $\cos q\varphi$ and $\sin q\varphi$ functions are given the same normalisation, it is one number $\lambda_{kq}$ for each $k$ and $|q|$. The space is also irreducible, so by Schur's lemma it has a single invariant quadratic form up to scale. A set of real parameters is a normalised tensor exactly when its plain sum of squares is that form. Symmetry leaves open only the values of $\lambda_{kq}$, and those values decide the question.

## The belief and its appeal

The belief is that the Stevens parameters of one rank are the components of a spherical tensor like the Wybourne $B_{kq}$, either equal to them or differing by one constant per rank. Read for the complex components, it says that the factor found for $q=0$ serves for all $q$. Read for a real normalised tensor, it says that the plain sum of squared parameters measures the field strength in any frame. The two readings differ by a factor $\sqrt2$ at $q>0$, and both fail.

Much of this is true. The Stevens operators of rank $k$ do span an irreducible space, they are mutually orthogonal, and one Wigner-Eckart constant serves all $q$. In an axial field, where only $q=0$ occurs, one constant per rank is the whole conversion. What fails is the equality of the norms.

## The two expansions

Let $C_{kq} = \sqrt{4\pi/(2k+1)}\,Y_{kq}$ with the Condon-Shortley phase. With $u = \cos\theta$ and $q \ge 0$,

$$C_{kq} = (-1)^q\sqrt{\frac{(k-q)!}{(k+q)!}}\,\sin^q\theta\,e^{iq\varphi}\,\frac{d^qP_k}{du^q},\qquad C_{k,-q} = (-1)^q C_{kq}^* .$$

The Wybourne one-electron potential is $V = \sum_{k}\sum_{q=-k}^{k} B_{kq}C_{kq}$, with radial integrals absorbed in $B_{kq}$. Reality of $V$ requires $B_{k,-q} = (-1)^qB_{kq}^*$.

The Stevens form is $V = \sum a_k^q f_k^q/r^k$ with real $a_k^q = A_k^q\langle r^k\rangle$. The factor of each $f$ that depends on $z$ and $r$ is scaled to have the smallest integer coefficients, and $f_k^{q}$ and $f_k^{-q}$ share it (so $f_2^{-2}=2xy$, not $xy$). Write

$$\frac{d^qP_k}{du^q} = g_{kq}\,p_{kq}(u),\qquad g_{kq} > 0,$$

where $p_{kq}$ has coprime integer coefficients. Then $f_k^{q}$ and $f_k^{-q}$ are $r^{k-q}p_{kq}(z/r)$ times the real and imaginary parts of $(x+iy)^q$. Since $x+iy = r\sin\theta\,e^{i\varphi}$,

$$f_k^{q}/r^k = p_{kq}\sin^q\theta\cos q\varphi,\qquad f_k^{-q}/r^k = p_{kq}\sin^q\theta\sin q\varphi .$$

Clearing fractions makes no reference to a norm, and it is done separately for each $q$.

## The conversion factors

For $q=0$, $C_{k0} = P_k = g_{k0}p_{k0}$, so $a_k^0 = g_{k0}B_{k0}$. The Rodrigues formula $P_k = (2^kk!)^{-1}d^k(u^2-1)^k/du^k$, expanded binomially with $d^ku^n/du^k = k!\binom{n}{k}u^{n-k}$, gives $P_k = 2^{-k}\sum_m(-1)^m\binom{k}{m}\binom{2k-2m}{k}u^{k-2m}$. Hence

$$P_2 = \frac{6u^2-2}{4} = \tfrac12(3u^2-1),$$
$$P_4 = \frac{70u^4-60u^2+6}{16} = \tfrac18(35u^4-30u^2+3),$$
$$P_6 = \frac{924u^6-1260u^4+420u^2-20}{64} = \tfrac1{16}(231u^6-315u^4+105u^2-5).$$

These prefactors are $1/2$, $1/8$ and $1/16$.

For $q>0$ the terms $\pm q$ are complex conjugates, because $B_{k,-q}C_{k,-q} = (-1)^{2q}B_{kq}^*C_{kq}^*$. Their sum is $2\,\mathrm{Re}(B_{kq}C_{kq})$, and $\mathrm{Re}(Be^{iq\varphi}) = \mathrm{Re}B\cos q\varphi - \mathrm{Im}B\sin q\varphi$. Matching the coefficients of $f_k^{\pm q}$ gives

$$a_k^{q} = \lambda_{kq}\,\mathrm{Re}B_{kq},\qquad a_k^{-q} = -\lambda_{kq}\,\mathrm{Im}B_{kq},$$
$$\lambda_{kq} = (-1)^q(2-\delta_{q0})\,g_{kq}\sqrt{\frac{(k-q)!}{(k+q)!}} .$$

Each entry needs $q$ differentiations and one common factor. For $k=4$, $q=3$: $P_4''' = 35\cdot24\,u/8 = 105u$ and $7! = 144\cdot35$, so $\lambda_{43} = -210/(12\sqrt{35}) = -\sqrt{35}/2$. For $k=6$, $q=3$: $P_6''' = (27720u^3-7560u)/16 = \tfrac{315}{2}(11u^3-3u)$ and $9!/3! = 576\cdot105$, so $\lambda_{63} = -315/(24\sqrt{105}) = -\sqrt{105}/8$. For $k=q=6$: $g = 231\cdot720/16 = 10395$ and $12! = 231\cdot1440^2$, so $\lambda_{66} = 20790/(1440\sqrt{231}) = \sqrt{231}/16$. The others follow in the same way.

| $k,q$ | $p_{kq}$ | $g_{kq}$ | $\lambda_{kq}$ |
|---|---|---|---|
| 2,0 | $3u^2-1$ | 1/2 | $1/2$ |
| 2,1 | $u$ | 3 | $-\sqrt6$ |
| 2,2 | $1$ | 3 | $\sqrt6/2$ |
| 4,0 | $35u^4-30u^2+3$ | 1/8 | $1/8$ |
| 4,1 | $7u^3-3u$ | 5/2 | $-\sqrt5/2$ |
| 4,2 | $7u^2-1$ | 15/2 | $\sqrt{10}/4$ |
| 4,3 | $u$ | 105 | $-\sqrt{35}/2$ |
| 4,4 | $1$ | 105 | $\sqrt{70}/8$ |
| 6,0 | $231u^6-315u^4+105u^2-5$ | 1/16 | $1/16$ |
| 6,1 | $33u^5-30u^3+5u$ | 21/8 | $-\sqrt{42}/8$ |
| 6,2 | $33u^4-18u^2+1$ | 105/8 | $\sqrt{105}/16$ |
| 6,3 | $11u^3-3u$ | 315/2 | $-\sqrt{105}/8$ |
| 6,4 | $11u^2-1$ | 945/2 | $3\sqrt{14}/16$ |
| 6,5 | $u$ | 10395 | $-3\sqrt{77}/8$ |
| 6,6 | $1$ | 10395 | $\sqrt{231}/16$ |

The sign $(-1)^q$ is conventional. If the Wybourne sum is written as $B\,[C_{k,-q}+(-1)^qC_{kq}]$, which is $(-1)^q$ times the combination above, the factor is $|\lambda_{kq}|$. Reversing all odd-$q$ signs is the rotation $\varphi\to\varphi+\pi$ and cannot change a spectrum.

## The invariant

Orthonormality of the $Y_{kq}$ gives $\int V_k^2\,d\Omega = \frac{4\pi}{2k+1}S_k^2$ with $S_k^2 = \sum_q|B_{kq}|^2$, and the integral is unchanged by rotation. Substituting the conversion, with $|B_{k,-q}| = |B_{kq}|$,

$$S_k^2 = \frac{(a_k^0)^2}{\lambda_{k0}^2} + 2\sum_{q>0}\frac{(a_k^q)^2+(a_k^{-q})^2}{\lambda_{kq}^2}.$$

This is proportional to $\sum_q (a_k^q)^2$ only if $\lambda_{kq}^2 = 2\lambda_{k0}^2$ for every $q>0$. For $k=2$ the required value is $1/2$, while $\lambda_{21}^2 = 6$ and $\lambda_{22}^2 = 3/2$. For $k=4$ it is $1/32$, while $\lambda_{43}^2 = 35/4$. No rescaling of a whole rank repairs this. The table also shows $|\lambda_{kq}|\ne\lambda_{k0}$ for every $q>0$, so both readings of the belief are refuted.

The smallest case shows it directly. Turn the axial field $f_2^0 = 3z^2-r^2$ onto $x$. With $f_2^2 = x^2-y^2$, one has $-\tfrac12f_2^0+\tfrac32f_2^2 = \tfrac12(x^2+y^2)-z^2+\tfrac32(x^2-y^2) = 2x^2-y^2-z^2 = 3x^2-r^2$. The sum $\sum a^2$ goes from $1$ to $2.5$. The Wybourne parameters go from $B_{20}=2$ to $B_{20}=-1$, $B_{2,\pm2}=1.5/\lambda_{22}=1.2247$, and $S_2^2 = 1+2(1.2247)^2 = 4$ as before.

Symmetry ratios differ for the same reason. For six equal charges on the axes, the addition theorem $P_k(\hat r\cdot\hat R) = \sum_qC_{kq}^*(\hat R)C_{kq}(\hat r)$ gives $B_{kq}\propto\sum_RC_{kq}^*(\hat R)$. The two poles contribute $P_k(\pm1)=1$ to $q=0$ only. Each equatorial site contributes $P_k(0)$ to $q=0$ and $\tfrac12\lambda_{k4}p_{k4}(0)$ to $q=4$. Thus $B_{40}\propto 2+4\cdot\tfrac38 = \tfrac72$ and $B_{44}\propto2\lambda_{44} = \sqrt{70}/4$, a ratio $\sqrt{5/14} = 0.598$; multiplying by $\lambda_{44}/\lambda_{40} = \sqrt{70}$ gives $a_4^4/a_4^0 = 5$. Likewise $B_{60}\propto2-4\cdot\tfrac5{16} = \tfrac34$ and $B_{64}\propto-2\lambda_{64} = -3\sqrt{14}/8$, a ratio $-\sqrt{7/2} = -1.871$; multiplying by $3\sqrt{14}$ gives $a_6^4/a_6^0 = -21$.

## The operators carry the same factors

Let Sym replace $x,y,z$ by $J_x,J_y,J_z$ (units of $\hbar$) and average each monomial over all orderings, so that $\mathrm{Sym}\,(\mathbf n\cdot\mathbf r)^k = (\mathbf n\cdot\mathbf J)^k$. The Stevens operator is $O_k^q = \mathrm{Sym}f_k^q$. As an example, $J_zJ_+ = J_+(J_z+1)$ gives $J_+^aJ_zJ_+^{3-a} = J_+^3(J_z+3-a)$, whose average over $a=0,\dots,3$ is $J_+^3(J_z+\tfrac32) = \tfrac12\{J_z,J_+^3\}$. Adding the adjoint and halving, $O_4^3 = \tfrac14\{J_z,J_+^3+J_-^3\}$. The program tests that Sym $f_k^q$ equals the tabulated operator for all $k,q$ at $J=7/2$ and $J=6$.

Orbital $L_a$ acts on $x,y,z$ as the commutator with $J_a$ acts on $J_x,J_y,J_z$; for instance $L_-(x+iy) = -2z$ and $[J_-,J_+] = -2J_z$. Both actions obey the product rule, so $\mathrm{Sym}(L_af) = [J_a,\mathrm{Sym}f]$ on powers $(\mathbf n\cdot\mathbf r)^k$, and these span all degree-$k$ polynomials. Therefore $T_{kq} = \mathrm{Sym}(r^kC_{kq})$ obeys

$$[J_z,T_{kq}] = qT_{kq},\qquad [J_-,T_{kq}] = c_qT_{k,q-1},\qquad [J_+,T_{k,q-1}] = c_qT_{kq},$$

with $c_q = \sqrt{(k+q)(k-q+1)}$. Applying Sym to $C_{kq}+(-1)^qC_{k,-q} = \lambda_{kq}f_k^q/r^k$ gives $\lambda_{kq}O_k^q = T_{kq}+(-1)^qT_{k,-q}$ for $q>0$, and $\lambda_{k0}O_k^0 = T_{k0}$.

Use the product $\langle A,B\rangle = \mathrm{Tr}A^\dagger B$ on the multiplet. Cyclicity of the trace makes the commutators with $J_-$ and $J_+$ adjoint to each other, so $c_q\|T_{k,q-1}\|^2 = \langle[J_-,T_{kq}],T_{k,q-1}\rangle = \langle T_{kq},[J_+,T_{k,q-1}]\rangle = c_q\|T_{kq}\|^2$. The norm $N_k=\|T_{kq}\|^2$ is independent of $q$. Operators of different $q$ or $k$ are orthogonal, being eigenvectors of Hermitian commutator maps with different eigenvalues $q$ or $k(k+1)$.

To evaluate $N_k$, note $d^kP_k/du^k = (2k)!/(2^kk!)$, so $T_{kk} = (-1)^k\sqrt{(2k)!}\,J_+^k/(2^kk!)$. Put $n=2J$, $s=J+M$. Each raising step has squared element $(n-s)(s+1)$, so

$$|\langle s+k|J_+^k|s\rangle|^2 = (k!)^2\binom{n-s}{k}\binom{s+k}{k}.$$

The sum over $s$ of the two binomials is the coefficient of $t^{n-k}$ in $(1-t)^{-(k+1)}(1-t)^{-(k+1)}$, namely $\binom{n+k+1}{2k+1}$. Hence

$$N_k = \frac{(2J+k+1)!}{4^k(2k+1)(2J-k)!},\qquad \mathrm{Tr}(O_k^{q})^2 = \frac{(2-\delta_{q0})N_k}{\lambda_{k|q|}^2}.$$

For $J=7/2$, $N_2=378$, and $\mathrm{Tr}\,O^2$ is $1512$, $126$, $504$ for $q=0,1,2$. For $k=4$ it is $2217600$ at $q=0$ and $7920$ at $q=3$.

Now project the field of all electrons onto one multiplet, neglecting $J$ mixing. The projected $\sum_iC_{kq}(i)$ obeys the same commutators as $T_{kq}$. Each rank $k\le2J$ occurs once among operators on the multiplet, since the $T_{kq}$ already number $\sum_{k=0}^{2J}(2k+1) = (2J+1)^2$. So the projection is $\theta_kT_{kq}$ with one $\theta_k$, and

$$H = \sum\theta_kB_{kq}T_{kq} = \sum\theta_k\,a_k^q\,O_k^q,\qquad \mathrm{Tr}H^2 = \sum_k\theta_k^2N_kS_k^2 .$$

The factors $1/2$, $1/8$, $1/16$ thus lead from $B_{k0}$ to $A_k^0\langle r^k\rangle$; the coefficient of $O_k^q$ carries $\theta_k$ as well. The relation $a=\lambda B$ is an exact identity between functions. Only the step to $\theta_kO_k^q$ is approximate: it is first-order degenerate perturbation theory, and the leading error it leaves in the levels is of second order in the field, divided by the multiplet spacing. That step cannot be inverted where $\theta_k=0$ or $k>2J$, where $T_{kq}$ vanishes.

## A number: the $J=7/2$ multiplet of $4f^{13}$

The factor $\theta_k$ follows from the state $M=J$. Lowering $T_{kk}$ by $k$ nested commutators gives $c_k\cdots c_1T_{k0} = \sqrt{(2k)!}\,T_{k0}$. Because $\langle JJ|J_-=0$, only the term $(-1)^kT_{kk}J_-^k$ survives, and the squared element above at $s=n-k$ is $k!\,n!/(n-k)!$. So $\langle JJ|T_{k0}|JJ\rangle = (2J)!/[2^k(2J-k)!]$, which is $21/2$, $105/2$, $315/4$ for $J=7/2$.

In $4f^{13}$ the state $M=7/2$ lacks the electron with $m=-3$ and spin down. A full shell is spherical and gives zero for $k>0$, and $|Y_{3,-3}|^2=|Y_{33}|^2\propto(1-u^2)^3$, so the expectation value is $-\langle33|C_{k0}|33\rangle$. Integrating $d[u^{2\nu+1}(1-u^2)^4]/du$ over $[-1,1]$ gives $(2\nu+1)\langle u^{2\nu}\rangle = (2\nu+9)\langle u^{2\nu+2}\rangle$, so the moments are $1/9$, $1/33$, $5/429$. Then $\langle P_2\rangle = \tfrac12(\tfrac13-1) = -\tfrac13$, $\langle P_4\rangle = \tfrac18\cdot\tfrac{35-110+99}{33} = \tfrac1{11}$, and $\langle P_6\rangle = \tfrac1{16}\cdot\tfrac{1155-4095+5005-2145}{429} = -\tfrac5{429}$. Dividing with the minus sign, $\theta_2=2/63$, $\theta_4=-2/1155$, $\theta_6=4/27027$.

Take a trigonal field with round model parameters, all in cm$^{-1}$.

| $k,q$ | $B_{kq}$ | $a=\lambda B$ | $\theta_ka$ |
|---|---|---|---|
| 2,0 | 400 | 200.000 | 6.349206 |
| 4,0 | −800 | −100.000 | 0.173160 |
| 4,3 | 600 | −1774.824 | 3.073288 |
| 6,0 | 300 | 18.750 | 0.002775 |
| 6,3 | −200 | 256.174 | 0.037914 |
| 6,6 | 200 | 189.984 | 0.028118 |

The largest Wybourne parameter, $B_{40}$, becomes one of the smallest Stevens ones. The field couples $M$ to $M\pm3$ and $M\pm6$. For $M=7/2$ the diagonal elements $\langle T_{k0}\rangle/\lambda_{k0}$ are $21$, $420$, $1260$, so

$$H_{7/2,7/2} = 6.349206(21)+0.173160(420)+0.002775(1260) = 209.56 .$$

Between $7/2$ and $1/2$ ($s=4$) the element of $J_+^3$ is $\sqrt{36\cdot35} = \sqrt{1260}$. For $O_4^3$ it is multiplied by $\tfrac14(\tfrac72+\tfrac12) = 1$. For $O_6^3 = \tfrac14\{11J_z^3-(3X+59)J_z,\,J_+^3+J_-^3\}$ with $X=J(J+1)=63/4$, the multiplier is $\tfrac14(473-425) = 12$. Thus $H_{7/2,1/2} = \sqrt{1260}\,(3.073288+12\cdot0.037914) = 125.24$. With $O_6^6=\tfrac12(J_+^6+J_-^6)$ and $s=1$, $H_{7/2,-5/2} = \tfrac12\cdot720\sqrt7\cdot0.028118 = 26.78$. The remaining elements are built the same way, and in the order $M=\tfrac72,\tfrac12,-\tfrac52$ the block is

$$\begin{pmatrix}209.557&125.241&26.781\\125.241&-19.214&-61.101\\26.781&-61.101&-133.500\end{pmatrix},$$

with eigenvalues $-176.927$, $-31.017$, $264.787$, whose sum $56.843$ equals the trace. The block with all $M$ reversed is its Kramers partner. The states $M=\pm3/2$ could couple only to each other through $q=3$, but the $J_z$ polynomials in $O_4^3$ and $O_6^3$ are odd and cancel between $+3/2$ and $-3/2$. They form a pure doublet at $-56.843$, which makes the total trace zero. The program tests the whole $8\times8$ matrix against one built from 13-electron determinants and quadrature, with no Stevens operator used.

| reading | excited doublets (cm$^{-1}$) |
|---|---|
| correct $\lambda_{kq}$ | 120, 146, 442 |
| $\lambda=1$ | 1462, 1597, 2231 |
| $\lambda_{k0}$ for all $q$ | 77, 114, 343 |
| only $a_4^3$ reversed | 150, 229, 450 |

With the correct factors the projected levels are about $15$, $18$ and $55$ meV. Identifying the two parameter sets makes the total splitting about five times too large. One constant per rank puts the first excited doublet $36\%$ and the top one $22\%$ below their correct values. The last row shows that the relative sign of the odd-$q$ terms is physical in this field, while reversing $a_4^3$ and $a_6^3$ together is tested to leave the spectrum unchanged.

Rotating the field by $40^\circ$ about $y$ and then $25^\circ$ about $z$ leaves $S_2=400$, $S_4=\sqrt{800^2+2\cdot600^2}=1166.19$ and $S_6=\sqrt{300^2+4\cdot200^2}=500$ unchanged, along with the spectrum. The naive $\sqrt{\sum a^2}$ moves from $200$ to $609$, from $1778$ to $1047$ and from $319$ to $249$ cm$^{-1}$. The invariant has a spectral meaning: $\theta_2^2N_2S_2^2 = (2/63)^2\cdot378\cdot400^2 = 60952$ cm$^{-2}$, the other ranks add $141299$ and $8965$, and the total $211216.5$ cm$^{-2}$ over eight states gives a root-mean-square level energy of $162.5$ cm$^{-1}$.

The neglect of $J$ mixing sets the precision. With $\zeta\,\mathbf l\cdot\mathbf s$ per electron, the $J=5/2$ multiplet lies $7\zeta/2$ higher, which is $10500$ cm$^{-1}$ for a round model value $\zeta=3000$ cm$^{-1}$. Diagonalising all 14 states gives doublets at $119.8$, $143.1$ and $441.3$ cm$^{-1}$, and the largest shift of any level from its projected energy is $3.3$ cm$^{-1}$. Second-order perturbation theory makes this shift proportional to $1/\zeta$ at large $\zeta$, which is tested. In this model the projected levels are good to a few cm$^{-1}$, while each of the three wrong readings moves the first excited doublet by $30$ cm$^{-1}$ or more. The program and its output follow below.

## Table of computed values

```
k=2 q=0: p=3*u**2 - 1, g=1/2, lam=1/2=0.50000, TrO^2(J=7/2)=1512.0
k=2 q=1: p=u, g=3, lam=-sqrt(6)=-2.44949, TrO^2(J=7/2)=126.0
k=2 q=2: p=1, g=3, lam=sqrt(6)/2=1.22474, TrO^2(J=7/2)=504.0
k=4 q=0: p=35*u**4 - 30*u**2 + 3, g=1/8, lam=1/8=0.12500, TrO^2(J=7/2)=2217600.0
k=4 q=1: p=7*u**3 - 3*u, g=5/2, lam=-sqrt(5)/2=-1.11803, TrO^2(J=7/2)=55440.0
k=4 q=2: p=7*u**2 - 1, g=15/2, lam=sqrt(10)/4=0.79057, TrO^2(J=7/2)=110880.0
k=4 q=3: p=u, g=105, lam=-sqrt(35)/2=-2.95804, TrO^2(J=7/2)=7920.0
k=4 q=4: p=1, g=105, lam=sqrt(70)/8=1.04583, TrO^2(J=7/2)=63360.0
k=6 q=0: p=231*u**6 - 315*u**4 + 105*u**2 - 5, g=1/16, lam=1/16=0.06250, TrO^2(J=7/2)=419126400.0
k=6 q=1: p=33*u**5 - 30*u**3 + 5*u, g=21/8, lam=-sqrt(42)/8=-0.81009, TrO^2(J=7/2)=4989600.0
k=6 q=2: p=33*u**4 - 18*u**2 + 1, g=105/8, lam=sqrt(105)/16=0.64043, TrO^2(J=7/2)=7983360.0
k=6 q=3: p=11*u**3 - 3*u, g=315/2, lam=-sqrt(105)/8=-1.28087, TrO^2(J=7/2)=1995840.0
k=6 q=4: p=11*u**2 - 1, g=945/2, lam=3*sqrt(14)/16=0.70156, TrO^2(J=7/2)=6652800.0
k=6 q=5: p=u, g=10395, lam=-3*sqrt(77)/8=-3.29061, TrO^2(J=7/2)=302400.0
k=6 q=6: p=1, g=10395, lam=sqrt(231)/16=0.94992, TrO^2(J=7/2)=3628800.0
k=2: <33|C|33>=-1/3, <JJ|T|JJ>=21/2, theta=2/63=3.17460e-02, N_k=378.00
k=4: <33|C|33>=1/11, <JJ|T|JJ>=105/2, theta=-2/1155=-1.73160e-03, N_k=34650.00
k=6: <33|C|33>=-5/429, <JJ|T|JJ>=315/4, theta=4/27027=1.48000e-04, N_k=1637212.50
3z^2-r^2: a20=1.0000 a22=0.0000 sum a^2=1.0000; B20=2.0000 B22=-0.0000 S^2=4.0000
3x^2-r^2: a20=-0.5000 a22=1.5000 sum a^2=2.5000; B20=-1.0000 B22=1.2247 S^2=4.0000
octahedron k=4: a^4/a^0=5.00000, B_k4/B_k0=0.59761
octahedron k=6: a^4/a^0=-21.00000, B_k4/B_k0=-1.87083
k=2 q=0: B_kq=400, a=200.000, theta*a=6.349206 cm^-1
k=4 q=0: B_kq=-800, a=-100.000, theta*a=0.173160 cm^-1
k=4 q=3: B_kq=600, a=-1774.824, theta*a=3.073288 cm^-1
k=6 q=0: B_kq=300, a=18.750, theta*a=0.002775 cm^-1
k=6 q=3: B_kq=-200, a=256.174, theta*a=0.037914 cm^-1
k=6 q=6: B_kq=200, a=189.984, theta*a=0.028118 cm^-1
block row M=7/2: 209.557, 125.241, 26.781 cm^-1
block row M=1/2: 125.241, -19.214, -61.101 cm^-1
block row M=-5/2: 26.781, -61.101, -133.500 cm^-1
pure M=+-3/2 energy: -56.843 cm^-1
doublets from barycentre: -176.927, -56.843, -31.017, 264.787 cm^-1
doublets above ground: 0.00, 120.08, 145.91, 441.71 cm^-1 = 0.00, 14.89, 18.09, 54.77 meV
misreading lam=1: 0.00, 1462.45, 1596.67, 2231.23 cm^-1
misreading lam_k0 for all q: 0.00, 76.72, 114.27, 343.26 cm^-1
only a_4^3 reversed: 0.00, 150.43, 228.56, 450.09 cm^-1
rotation: 40 deg about y, then 25 deg about z
k=2: S_k 400.00 -> 400.00; sqrt(sum a^2) 200.00 -> 608.52 cm^-1
k=4: S_k 1166.19 -> 1166.19; sqrt(sum a^2) 1777.64 -> 1046.81 cm^-1
k=6: S_k 500.00 -> 500.00; sqrt(sum a^2) 319.48 -> 249.48 cm^-1
Tr H^2 parts k=2,4,6: 60952.4, 141298.7, 8965.4; total 211216.5 cm^-2; rms 162.49 cm^-1
zeta=3000 cm^-1, free-ion J gap 10500 cm^-1
doublets with J mixing: 0.00, 119.81, 143.11, 441.29 cm^-1; largest shift 3.26 cm^-1
```
